\section*{Linear softening of a monolayer's out-of-plane polar mode and its supercell shift}

\section{A plane of rigid dipoles}

Let identical ions in the plane $z=0$ carry dipoles that can only lengthen or shorten along $z$. Each cell has area $A$ and one coordinate $u$ with kinetic energy $M\dot u^2/2$. Its dipole is $Zu$, so the dipole per area is $p=Zu/A$. For a wave along $x$, all quantities carry the factor $e^{iqx}$, which I suppress; $q>0$ denotes the magnitude of the in-plane wavevector. SI units are used, and retardation is neglected.

Away from the plane the potential obeys $\partial_z^2\phi=q^2\phi$. It must decay on both sides, be odd in $z$, and jump by $p/\varepsilon_0$ across the dipole layer. Hence
\begin{equation}
\phi(z)=\frac{p}{2\varepsilon_0}\,\mathrm{sgn}(z)\,e^{-q|z|}.
\end{equation}
Differentiation gives
\begin{equation}
E_z=-\partial_z\phi=-\frac{p}{\varepsilon_0}\delta(z)
+\frac{qp}{2\varepsilon_0}e^{-q|z|}.
\end{equation}
The first term lies inside the layer. Its coefficient does not depend on $q$, and in a real sheet it is resolved by the atomic structure, so it belongs to the restoring force already present at $q=0$. The second term is continuous across the layer and points along the dipole. It therefore helps the displacement.

At $q=0$ the outside field vanishes, although the potentials on the two sides differ by $p/\varepsilon_0$. This is the open-circuit condition, $D_z=0$ outside, and I call the corresponding frequency $\omega_{\rm oc}$. At finite $q$ the equation of motion is
\begin{equation}
M\omega^2u=M\omega_{\rm oc}^2u-ZE,\qquad
E=\frac{qp}{2\varepsilon_0}=\frac{qZu}{2\varepsilon_0A},
\end{equation}
so that
\begin{equation}
\omega^2=\omega_{\rm oc}^2-\frac{Z^2q}{2\varepsilon_0MA}.
\label{eq:simple}
\end{equation}

A discrete lattice shows where the linear term comes from. Point dipoles $d=pA$ normal to their plane produce at one site the field $-(d/4\pi\varepsilon_0)\sum_{\mathbf R\ne0}\cos(qx)/R^3$. Its change from $q=0$ is proportional to
\begin{equation}
\sum_{\mathbf R\ne0}\frac{1-\cos qx}{R^3}
\simeq\frac{2\pi}{A}\int_0^\infty\frac{1-J_0(qR)}{R^2}\,dR
=\frac{2\pi q}{A}\int_0^\infty\frac{1-J_0(t)}{t^2}\,dt .
\end{equation}
Integration by parts turns the last integral into $\int_0^\infty J_1(t)\,dt/t=1$. Multiplication by $d/4\pi\varepsilon_0$ returns $qp/2\varepsilon_0$. The slow $1/R^3$ tail thus produces a term in $|\mathbf q|$ that no finite-range force constant could give. On a square lattice of unit spacing the sum at $q=0.1$ is 0.984 of $2\pi q$, because the lattice adds a $q^2$ term. Combining direct sums at $q=0.1$ and $0.2$ to cancel that term gives a ratio of 0.99997, the remainder coming from the finite radius of the sum.

\section{The same plane repeated with period $L$}

Put copies of the plane at $z=nL$, all in phase. Copy $n$ adds $(qp/2\varepsilon_0)e^{-q|n|L}$ to the field at the original plane. With $x=e^{-qL}$,
\begin{equation}
1+2\sum_{n=1}^{\infty}x^n=\frac{1+x}{1-x}=\coth\frac{qL}{2}.
\end{equation}
The field is therefore
\begin{equation}
E=Fp,\qquad F(q,L)=\frac{q}{2\varepsilon_0}\coth\frac{qL}{2}.
\label{eq:F}
\end{equation}
For $L\to\infty$ at fixed $q$ this becomes $q/2\varepsilon_0$, the isolated result. For $q\to0$ at fixed $L$, $\coth(qL/2)\to2/(qL)$ and
\begin{equation}
F(0,L)=\frac{1}{\varepsilon_0L}.
\end{equation}
Each image field vanishes as $q\to0$, but the number of images within the decay length $1/q$ grows as $1/(qL)$, and the sum stays finite.

The same value follows from the boundary condition. A periodic potential cannot retain the step $p/\varepsilon_0$ of an open-circuit layer. A uniform field $E$ must cancel it over one period, $EL=p/\varepsilon_0$. The supercell at $q=0$ is thus a short-circuited stack, with zero average field but a nonzero field in its vacuum.

A direct sum over image planes of point dipoles agrees with the factor $\coth(qL/2)-1$ to the accuracy of the sum.

\section{Electrons that also respond}

Next let the electrons polarize. Let $E$ be the outer field at the sheet, meaning the continuous field found above and not the microscopic field inside the sheet. The quadratic enthalpy per cell is
\begin{equation}
H=\tfrac12M\omega_s^2u^2-ZuE-\tfrac12A\alpha E^2 .
\end{equation}
Here $\omega_s$ is the frequency at $E=0$, $Z$ is the cell dipole per displacement at $E=0$, and $\alpha$ is the induced dipole per area per outer field. From $Ap=-\partial H/\partial E$ and $M\ddot u=-\partial H/\partial u$,
\begin{align}
p&=\frac{Zu}{A}+\alpha E, &
M\omega^2u&=M\omega_s^2u-ZE .
\label{eq:pair}
\end{align}
The same $Z$ appears in both because they derive from one function. Insert $E=Fp$ in the first equation:
\begin{equation}
p(1-F\alpha)=\frac{Zu}{A}
\quad\Rightarrow\quad
E=\frac{FZu}{A(1-F\alpha)} .
\end{equation}
The second equation then gives
\begin{equation}
\omega^2=\omega_s^2-\frac{Z^2}{MA}\,\frac{F}{1-F\alpha}.
\label{eq:master}
\end{equation}
For $\alpha=0$ and $F=q/2\varepsilon_0$ this is Eq.~\eqref{eq:simple}. Electronic polarization increases the outer field, since the induced dipole points along it. The linear formula requires $F\alpha<1$, which holds at small $q$ and large $L$.

\section{A sheet of finite thickness}

The relation $E=Fp$ was found for an infinitely thin plane. I now take a crystalline insulating sheet with the mirror plane $z=0$. The response is harmonic and adiabatic, in a mean-field description whose electrons interact through the Hartree potential and a short-range exchange-correlation kernel. Out-of-plane displacements can be even under the mirror, as when two outer atomic layers move in opposite directions, or odd, as when they move together. Only a mirror-odd mode can carry a dipole along $z$. I consider such a mode, and the charge density $\rho(z)$ it induces is odd.

For the in-plane average of the charge, the isolated Coulomb kernel solves $(-\partial_z^2+q^2)G=\delta(\zeta)/\varepsilon_0$, with $\zeta=z-z'$:
\begin{equation}
G_\infty=\frac{e^{-q|\zeta|}}{2\varepsilon_0q}.
\end{equation}
For $|\zeta|<L$ the images at positive and negative $n$ add
\begin{equation}
\frac{1}{2\varepsilon_0q}\sum_{n=1}^{\infty}e^{-qnL}
\left(e^{q\zeta}+e^{-q\zeta}\right)
=\frac{1}{2\varepsilon_0q}\,\frac{2\cosh q\zeta}{e^{qL}-1}.
\end{equation}
Write $e^{-q|\zeta|}=\cosh q\zeta-\sinh q|\zeta|$ and use $1+2/(e^{qL}-1)=\coth(qL/2)$. The periodic kernel is
\begin{equation}
G_L=\frac{1}{2\varepsilon_0q}
\left[\coth\frac{qL}{2}\cosh q\zeta-\sinh q|\zeta|\right].
\label{eq:kernel}
\end{equation}
This closed form was tested against the plane-wave series of the periodic kernel.

The second term does not contain $L$. It is even in $q$ and tends to $-|\zeta|/2\varepsilon_0$, the open-circuit kernel of charged planes. In the first term,
\begin{equation}
\cosh q\zeta=\cosh qz\cosh qz'-\sinh qz\sinh qz' .
\end{equation}
The cosh product integrates to zero against an odd density. What remains is
\begin{equation}
-F\,s(z)s(z'),\qquad s(z)=\frac{\sinh qz}{q}=z+O(q^2),
\end{equation}
with the same $F$ as in Eq.~\eqref{eq:F}. Its energy per area is $-\tfrac12Fp^2$, where $p=\int s(z)\rho(z)\,dz$ is the dipole density at small $q$. The potential acting on a charge is $-Fp\,s(z)$, or $-Ez$ at small $q$ with $E=Fp$. The separable term therefore acts as an outer field on ions and electrons alike, and Eqs.~\eqref{eq:pair} hold with $\omega_s$, $Z$ and $\alpha$ defined by the remaining kernel.

Charge components with a nonzero in-plane reciprocal vector $\mathbf G$ have kernels containing $|\mathbf q+\mathbf G|$. These are analytic near $\mathbf q=0$, and their image terms decay exponentially with $L$. I neglect those terms.

It remains to exclude another linear term. The dynamical matrix without the separable term satisfies $D(-\mathbf q)=D(\mathbf q)^*$ and is Hermitian. For a nondegenerate zone-centre mode with a real eigenvector the diagonal element is real, hence even in $\mathbf q$. Since it is analytic, it starts with a constant and a quadratic term. Coupling to another mirror-odd mode may be of order $q$, but it changes $\omega^2$ by its square over a finite gap, which is of order $q^2$. A linear correction to $Z$ is imaginary by the same symmetry and changes $|Z|^2$ at order $q^2$. Mirror-even modes do not couple. Thus $\omega_s^2=\omega_{\rm oc}^2+O(q^2)$.

In the supercell one more condition is needed. Two polar mirror-odd optical modes with charges $Z_1,Z_2$ are coupled at $q=0$ by a term proportional to $Z_1Z_2/L$. This changes each $\omega^2$ at order $1/L^2$. The closed supercell formulas below are for one such mode; the leading $1/L$ term needs only the nonzero gap.

\section{The two small-wavevector laws}

For the isolated sheet $F=q/2\varepsilon_0$. Expanding Eq.~\eqref{eq:master},
\begin{equation}
\omega^2=\omega_{\rm oc}^2-\frac{Z^2q}{2\varepsilon_0MA}+O(q^2).
\end{equation}
The square root follows from $\sqrt{a^2-b}=a-b/(2a)+O(b^2)$:
\begin{equation}
\boxed{\;\omega(q)=\omega_{\rm oc}
-\frac{Z^2}{4\varepsilon_0MA\,\omega_{\rm oc}}\,q+O(q^2)\;}
\label{eq:linear}
\end{equation}
The polarizability $\alpha$ first enters at order $q^2$. So does in-plane screening, because the in-plane field of an odd potential vanishes with $q$. The open-circuit charge $Z$ already contains the out-of-plane electronic response. If $Z=0$, the linear term is absent.

For the supercell with $q\to0$ in the plane, insert $F=1/(\varepsilon_0L)$:
\begin{equation}
\boxed{\;\omega_{\rm sc}^2=\omega_{\rm oc}^2
-\frac{Z^2}{\varepsilon_0MA\,(L-\alpha/\varepsilon_0)}\;}
\label{eq:cell}
\end{equation}
To leading order this is
\begin{equation}
\omega_{\rm sc}-\omega_{\rm oc}\simeq
-\frac{Z^2}{2\varepsilon_0MA\,\omega_{\rm oc}}\,\frac1L .
\label{eq:oneoverL}
\end{equation}
The shift is downward. The length $\alpha/\varepsilon_0$ in the denominator makes it larger than its leading term.

The supercell also changes the shape of the branch. From $\coth y=1/y+y/3+\cdots$ with $y=qL/2$,
\begin{equation}
F=\frac1{\varepsilon_0L}+\frac{q^2L}{12\varepsilon_0}+\cdots
\qquad(qL\ll1).
\end{equation}
There is no linear term for any finite $L$. The zone-centre frequency converges to $\omega_{\rm oc}$ as $L\to\infty$, but the slope at $q=0$ stays zero, whereas the isolated slope is finite. It is the slope, not the frequency, for which the order of the limits matters. In the opposite regime,
\begin{equation}
F-\frac q{2\varepsilon_0}
=\frac q{\varepsilon_0}\frac1{e^{qL}-1}
\simeq\frac q{\varepsilon_0}e^{-qL}\qquad(qL\gg1),
\end{equation}
and the image error is exponentially small. The two regimes meet near $q=2/L$.

\section{Approaching the zone centre along the normal}

Let neighbouring sheets differ in phase by $\theta=q_zL$. The image sum becomes
\begin{equation}
1+2\sum_{n\ge1}x^n\cos n\theta
=\frac{1-x^2}{1-2x\cos\theta+x^2}
=\frac{\sinh qL}{\cosh qL-\cos\theta}.
\end{equation}
For small $qL$ and $\theta$, the numerator is $qL$ and the denominator is $(q^2L^2+q_z^2L^2)/2$. Multiplication by $q/2\varepsilon_0$ gives
\begin{equation}
F\to\frac1{\varepsilon_0L}\,\frac{q^2}{q^2+q_z^2}.
\end{equation}
At oblique directions this form holds only for sheets without in-plane polar response, whether of electrons or of ions. The phase difference makes the potential at a sheet no longer odd, and its in-plane field then polarizes the electrons and drives any in-plane polar displacements at leading order. The two end directions are free of this effect. An in-plane approach has $q_z=0$ and gives the short-circuit value. An approach along the normal has $q=0$ and gives $F=0$, hence $\omega_{\rm oc}$. The zone-centre frequency of the isolated sheet can therefore be recovered from an untruncated calculation by the usual nonanalytic correction.

To write that correction in supercell quantities, let $\bar E$ be the average field. The outer field is $E=\bar E+p/(\varepsilon_0L)$. With $u=0$ and $p=\alpha E$,
\begin{equation}
E=\frac{\bar E}{1-\alpha/(\varepsilon_0L)}.
\end{equation}
Since $D=\varepsilon_0E$ in the vacuum and $D=\varepsilon_0\varepsilon_{zz}\bar E$ defines the supercell permittivity,
\begin{equation}
\frac1{\varepsilon_{zz}}=1-\frac{\alpha}{\varepsilon_0L}.
\end{equation}
With $\bar E=0$ instead, $p=Zu/A+\alpha p/(\varepsilon_0L)$, so the supercell effective charge is $Z_{\rm sc}=Ap/u=\varepsilon_{zz}Z$. Equation~\eqref{eq:cell} then reads
\begin{equation}
\omega_{\rm oc}^2-\omega_{\rm sc}^2
=\frac{\varepsilon_{zz}Z^2}{\varepsilon_0MAL}
=\frac{Z_{\rm sc}^2}{\varepsilon_0\varepsilon_{zz}MAL}.
\label{eq:repair}
\end{equation}
The alternative is to truncate the Coulomb interaction so that it is unchanged within a sheet and zero between sheets. This replaces $\coth(qL/2)$ by 1 at the outset.

\section{A sheet with numbers}

The following model has round parameters and represents no particular material. A displacement $u$ creates the ionic polarization $P=Qu\,g(z)/A$, with $Q=2\,e$, $A=6$ \AA$^2$ and $g$ a normalized Gaussian of standard deviation 0.5 \AA. The electronic permittivity is $\varepsilon(z)=1+3\exp[-(z/1.2\,\text{\AA})^2]$. The modal mass is 6 u, and a spring $k=2$ eV/\AA$^2$ supplies the short-range force.

At $q=0$ with no outer field, $D=\varepsilon_0\varepsilon E+P=0$ everywhere, so $E=-P/(\varepsilon_0\varepsilon)$. The total polarization is $P+\varepsilon_0(\varepsilon-1)E=P/\varepsilon$. The force on the mode is $Q\int gE\,dz$. Therefore
\begin{align}
Z&=Q\int\frac{g}{\varepsilon}\,dz=0.5721\,e,\\
K_{\rm oc}&=k+\frac{Q^2}{\varepsilon_0A}\int\frac{g^2}{\varepsilon}\,dz
=20.190\ \text{eV/\AA}^2,
\end{align}
where $K=M\omega^2$. An outer field $E_0$ becomes $E_0/\varepsilon$ inside the sheet, which gives
\begin{equation}
\frac{\alpha}{\varepsilon_0}=\int\left(1-\frac1\varepsilon\right)dz
=2.278\ \text{\AA}.
\end{equation}
The open-circuit frequency is $\omega_{\rm oc}=956.6$ cm$^{-1}$, or 118.6 meV.

With $\varepsilon_0=5.526\times10^{-3}\,e^2/(\text{eV\,\AA})$, Eq.~\eqref{eq:linear} gives the slope
\begin{equation}
-\omega_{\rm oc}\frac{Z^2}{4\varepsilon_0AK_{\rm oc}}
=-956.6\times\frac{0.3273}{2.678}
=-116.9\ \text{cm}^{-1}\text{\AA}.
\end{equation}
A finite-difference solution of Poisson's equation through the sheet gives the same slope to the digits shown. Tripling the in-plane susceptibility leaves it unchanged, as the derivation requires.

For $L=20$ \AA, Eq.~\eqref{eq:cell} predicts a loss of stiffness
\begin{equation}
\frac{Z^2}{\varepsilon_0A(L-\alpha/\varepsilon_0)}
=\frac{0.3273}{0.03316\times17.72}
=0.557\ \text{eV/\AA}^2 .
\end{equation}
The solved frequency is 943.3 cm$^{-1}$, a shift of $-13.3$ cm$^{-1}$. The leading law \eqref{eq:oneoverL} gives $-11.7$ cm$^{-1}$. Multiplication by $L/(L-\alpha/\varepsilon_0)=1.129$ brings this to $-13.2$ cm$^{-1}$, and the next term of the square root supplies the remaining $-0.1$ cm$^{-1}$. The slow convergence is visible in the solved shifts:
\begin{center}
\begin{tabular}{ccc}
$L$ (\AA) & solved (cm$^{-1}$) & leading $1/L$ (cm$^{-1}$)\\
12 & $-24.4$ & $-19.5$\\
20 & $-13.3$ & $-11.7$\\
40 & $-6.2$ & $-5.8$\\
80 & $-3.0$ & $-2.9$
\end{tabular}
\end{center}
The leading law misses 20\% of the solved shift at 12 \AA\ and 3\% at 80 \AA.

Away from the zone centre the frequencies in cm$^{-1}$ are:
\begin{center}
\begin{tabular}{cccc}
$q$ (\AA$^{-1}$) & isolated & linear law & $L=20$ \AA\\
0 & 956.6 & 956.6 & 943.3\\
0.02 & 954.2 & 954.3 & 943.1\\
0.10 & 942.6 & 944.9 & 937.8\\
0.20 & 924.8 & 933.2 & 923.5
\end{tabular}
\end{center}
The supercell branch is nearly flat where the isolated branch is linear. At small $q$, doubling $q$ multiplies its change by 3.9998, in agreement with a quadratic start. By $q=0.2$ \AA$^{-1}$, where $qL=4$, the image error has fallen to 1.4 cm$^{-1}$.

The value $q=0.1$ \AA$^{-1}=2/L$ allows a useful comparison. The isolated sheet there has $F=q/2\varepsilon_0=1/(\varepsilon_0L)$, the same feedback as the 20 \AA\ supercell at $q=0$. Its frequency is nevertheless lower by 0.7 cm$^{-1}$. Since $F$ is equal, this difference comes from the dependence of $\omega_s$, $Z$ and $\alpha$ on $q$.

That dependence can be eliminated from a test at finite $q$. For fixed $q$, Eq.~\eqref{eq:master} gives
\begin{equation}
K_i-K_j=-\frac{Z^2}{A}\,
\frac{F_i-F_j}{(1-F_i\alpha)(1-F_j\alpha)} .
\end{equation}
In the cross-ratio
\begin{equation}
\frac{(K_1-K_3)(K_2-K_4)}{(K_1-K_4)(K_2-K_3)}
\end{equation}
the prefactors and all denominators cancel, leaving the same ratio of $F$ values. For $q=0.2$ \AA$^{-1}$ and $L=12,16,24$ \AA\ and the isolated sheet, the solved stiffnesses and the $F$ values both give 1.13930. A cross-ratio is unchanged by any fractional linear map, so this shows that at fixed $q$ the stiffness is a fractional linear function of $e^{-qL}$, as the separated kernel requires. It does not fix the form of $F$ further: $\tanh(qL/2)$, or a shifted $L$, would give the same number.

Finally, suppose that the 20 \AA\ supercell data alone are known: $Z_{\rm sc}=0.6456\,e$, $\varepsilon_{zz}=1.1285$ and $K_{\rm sc}=19.633$ eV/\AA$^2$. Equation~\eqref{eq:repair} adds
\begin{equation}
\frac{Z_{\rm sc}^2}{\varepsilon_0\varepsilon_{zz}AL}
=\frac{0.4168}{0.7484}=0.557\ \text{eV/\AA}^2,
\end{equation}
which restores $20.190$ eV/\AA$^2$ and 956.6 cm$^{-1}$.

Neglecting retardation requires $q\gg\omega/c$. Here $\omega_{\rm oc}/c=6.0\times10^{-5}$ \AA$^{-1}$, where the linear softening is about 0.007 cm$^{-1}$. The open-circuit value in Eq.~\eqref{eq:linear} is thus the extrapolation of the electrostatic branch to $q=0$. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
bare ionic charge = 2.0 e
modal mass = 6.0 u; cell area = 6.0 A^2
spring = 2.0 eV/A^2
ionic profile width = 0.5 A
susceptibility peak = 3.0; width = 1.2 A
eps0 = 5.526349e-03 e^2/(eV A)
Z open circuit = 0.57208 e
alpha/eps0 = 2.2781 A
K open circuit = 20.19035 eV/A^2
omega_oc = 956.591 cm^-1
omega_oc as energy = 118.602 meV
light-line q = 6.01e-05 A^-1
slope, formula = -116.911 cm^-1 A
slope, solved = -116.911 cm^-1 A
slope, in-plane chi x3 = -116.911 cm^-1 A
q=0: L (A), solved omega, solved shift, leading 1/L shift (cm^-1)
  12  932.230  -24.361  -19.485
  15  938.032  -18.559  -15.588
  20  943.305  -13.286  -11.691
  30  948.119  -8.472  -7.794
  40  950.372  -6.219  -5.846
  80  953.578  -3.013  -2.923
q (A^-1), isolated, linear law, supercell L=20 A (cm^-1)
  0.000  956.591  956.591  943.305
  0.005  956.000  956.007  943.291
  0.010  955.398  955.422  943.248
  0.020  954.156  954.253  943.077
  0.050  950.151  950.746  941.894
  0.100  942.613  944.900  937.823
  0.200  924.803  933.209  923.452
supercell change ratio on doubling q = 3.9998
L=20 A: Z_sc = 0.64562 e; eps_zz = 1.12854
L=20 A: K_sc = 19.63339 eV/A^2
L=20 A: added stiffness = 0.55696 eV/A^2
recovered omega_oc = 956.591 cm^-1
dipole lattice slope/(2 pi) = 0.99997
image lattice sum/formula = 1.00001
image stiffness at qL=2, solved/formula = 0.99876
cross-ratio solved = 1.139304
cross-ratio formula = 1.139303
\end{verbatim}
